Classical transition-state theory as an upper bound to the reaction rate

**The problem**

A classical system with N degrees of freedom has the Hamiltonian

H = Σᵢ pᵢ²/2mᵢ + V(q).

Its configuration space has two open channels, reactants R and products P. Two entrance surfaces, E_R and E_P, enclose the interaction region Ω. Beyond them the motion along the channel is free, so a trajectory that has left Ω does not return.

The equilibrium density at temperature T, with β = 1/k_BT, is

ρ = e^(−βH)/h^N.

Reactants arrive with this density and products are removed. Let Q_R be the reactant partition function per unit volume (per unit length if the relative motion is one-dimensional). The exact rate constant k is defined by

k Q_R = equilibrium number per unit time of trajectories that come from R and end in P.

A dividing surface S is a smooth surface f(q,p) = 0 in phase space, lying inside Ω, with f < 0 on the side of E_R and f > 0 on the side of E_P. Transition-state theory replaces the reactive trajectories by all forward crossings of S:

k_TST[S] = F₊[S]/Q_R,  F₊[S] = ∫dΓ ρ δ(f) ḟ θ(ḟ).

Here dΓ = dq dp, ḟ is the rate of change of f along the motion, and θ is the unit step. Replacing f by cf with c > 0 multiplies ḟ by c and δ(f) by 1/c, so F₊ depends on the surface and not on how f is scaled. We assume that F₊ and the corresponding backward flux are finite, and that Ω has finite weight, ∫_Ω ρ dΓ < ∞. Both k and k_TST contain h^(−N) in numerator and denominator, so h cancels.

**(a) Show that equilibrium assigns to each bundle of trajectories a flux that is the same on every surface the bundle crosses.**

*Solution.* Take a small patch of S. The phase points that cross it during dt fill a layer in which f ranges over an interval |ḟ|dt. Their number is dμ dt, with

dμ = ρ |ḟ| δ(f) dΓ.

Points with ḟ = 0 contribute nothing, so trajectories that touch S tangentially can be ignored.

Now let φ_t be the motion through time t, and label phase points near the bundle by Γ = φ_t(y), with y on the patch. Write the volume element as

dΓ = J(y,t) dy dt.

Hamilton's equations give

Σᵢ (∂q̇ᵢ/∂qᵢ + ∂ṗᵢ/∂pᵢ) = Σᵢ (∂²H/∂qᵢ∂pᵢ − ∂²H/∂pᵢ∂qᵢ) = 0,

so the motion preserves volume. Since φ_τ carries the cell at (y,t) to the cell at (y,t+τ), J cannot depend on t. H is conserved, so ρ is also constant along the trajectory. Evaluating ρJ at t = 0, where the cell is the layer just described, gives

ρ dΓ = dμ(y) dt.

Let the same bundle cross another surface S′ at y′ = φ_T(y), where the travel time T(y) varies from one trajectory to another. Measured from S′, the time is t′ = t − T(y). The change from (y,t) to (y,t′) has a triangular Jacobian matrix with unit diagonal, so its determinant is 1 and

ρ dΓ = dμ(y) dt′.

Applying the first argument to S′ gives ρ dΓ = dμ′(y′) dt′. Therefore

dμ′(y′) = dμ(y).

The flux μ belongs to the trajectories. The same holds when S and S′ are one surface and the bundle crosses it twice. The proof used only that ρ is constant along trajectories, so it holds for any density that is a function of H, given the same finiteness conditions.

**(b) Could trajectories that enter Ω and never leave spoil the count?**

*Solution.* No, because they carry no flux. Let C be the set of points on E_R or E_P at which such trajectories enter. For n = 0, 1, 2, … let D_n be the set of points reached from C after times between n and n+1. Each trajectory enters once, so the D_n do not overlap. By part (a) each has weight

∫_{D_n} ρ dΓ = μ(C) × (one unit of time).

All of them lie in Ω, whose weight is finite. Infinitely many equal weights can have a finite sum only if μ(C) = 0. Running time backwards gives the same conclusion for trajectories that leave Ω but never entered it.

Some trajectories may stay in Ω for all past and future times. Let C now be the set of points at which such a trajectory crosses S forward for the last time. The sets D_n built from this C are again disjoint, of equal weight and inside Ω, so μ(C) = 0. Apart from a set of zero flux, a permanently trapped trajectory that crosses S forward therefore does so again later. The same argument applies to backward crossings.

**(c) Express the exact rate as an integral over S, and show that its value does not depend on S.**

*Solution.* Apart from the trapped trajectories, those that enter Ω fall into four classes according to origin and end: RP, RR, PP and PR. Let one of them cross S n₊ times forward and n₋ times backward. Each forward crossing takes it from f < 0 to f > 0, and each backward crossing undoes this. Comparing the initial and final sides gives

n₊ − n₋ = 1 for RP,
n₊ − n₋ = 0 for RR and PP,
n₊ − n₋ = −1 for PR.

Let χ_P(Γ) = 1 if the trajectory through Γ ends in P, and 0 otherwise. Consider

I = ∫dΓ ρ δ(f) ḟ χ_P.

A forward crossing contributes +dμ and a backward crossing −dμ. By part (a), all crossings by one bundle carry the same dμ, so they can be collected trajectory by trajectory:

I = ∫_RP (n₊ − n₋) dμ + ∫_PP (n₊ − n₋) dμ = ∫_RP dμ.

The last integral is the number of reactive trajectories per unit time. Hence

k Q_R = ∫dΓ ρ δ(f) ḟ χ_P.

The right side is written on S, but its value is the flux of the class RP, which can equally be counted at E_R. The exact rate is thus the same for every dividing surface. Recrossings are harmless here because they cancel in pairs.

**(d) Prove that k_TST[S] ≥ k, and find when equality holds.**

*Solution.* Transition-state theory counts forward crossings without subtracting backward ones. Collecting them by trajectory, as in part (c), gives

F₊ = ∫_RP n₊ dμ + ∫_RR n₊ dμ + ∫_PP n₊ dμ + ∫_PR n₊ dμ + F_trap,

where F_trap ≥ 0 is the forward flux of permanently trapped trajectories. In the first term put n₊ = 1 + n₋. The 1 produces k Q_R, and therefore

(k_TST − k) Q_R = ∫_RP n₋ dμ + ∫_RR n₊ dμ + ∫_PP n₊ dμ + ∫_PR n₊ dμ + F_trap.

No term on the right can be negative, so

k ≤ k_TST[S] for every dividing surface S.

Equality requires every term to vanish. The total number of crossings n₊ + n₋ is

2n₋ + 1 for RP,
2n₊ for RR and PP,
2n₊ + 1 for PR.

In each class the corresponding term is zero precisely when, apart from a set of zero flux, no trajectory crosses more than once. For trapped trajectories part (b) says the same: those that cross do so repeatedly, and between two backward crossings there is a forward one. So k_TST = k if no trajectory recrosses S, and conversely equality implies that the recrossing trajectories carry zero flux.

The identity shows what the theory overcounts: extra crossings by reactive trajectories, and crossings by trajectories that do not react at all. Since k does not depend on S while k_TST does, the best estimate within a family of surfaces is the smallest one. This is the variational principle

k ≤ min over S of k_TST[S].

Three conditions deserve notice.

- The surface must separate the channels. If reactive trajectories can go around it, the relation n₊ − n₋ = 1 is lost and the flux may fall below k Q_R.
- Q_R must be the same for all surfaces. For reactants bound in a well, a partition function cut off at S would change with S, and minimizing the quotient would no longer be minimizing the flux. Such a system also needs another definition of k, because no trajectory comes in from an open reactant channel, so the class RP does not exist.
- The argument rests on classical trajectories and does not cover tunnelling.

**(e) Reduce k_TST to an integral over configurations when f depends on q alone. Apply it to the following model and find the best plane x = s.**

The model has two coordinates of equal mass m and the potential

V = V₀ e^(−x²/2) + ½K(x) y²,  K(x) = K₀[1 + α e^(−(x−1)²)],

with x and y in units of a length L. Reactants are at x → −∞ and products at x → +∞. Take V₀ = 2 k_BT, K₀ = 1 k_BT/L² and α = 8. On the line y = 0 the barrier top is at x = 0, but the channel is narrowest at x = 1.

*Solution.* For f(q),

ḟ = Σᵢ (∂f/∂qᵢ) pᵢ/mᵢ.

In equilibrium the pᵢ are independent Gaussian variables with mean zero and variance mᵢ/β. So ḟ is Gaussian with mean zero and variance

σ² = Σᵢ (∂f/∂qᵢ)²/(βmᵢ).

The average over forward crossings is

⟨ḟ θ(ḟ)⟩ = ∫₀^∞ du u e^(−u²/2σ²)/(σ√(2π)) = σ²/(σ√(2π)) = σ/√(2π).

The remaining momentum integral is the normalization Πᵢ(2πmᵢ/β)^(1/2), and

k_TST = (1/Q_R) h^(−N) Πᵢ(2πmᵢ/β)^(1/2) ∫dq e^(−βV) δ(f) σ/√(2π).

In the model, the reactant partition function per unit length is

Q_R = h^(−2) (2πm/β) ∫dy e^(−βK₀y²/2) = h^(−2) (2πm/β) (2π/βK₀)^(1/2).

For the plane f = x − s we have σ = (k_BT/m)^(1/2), and the integral over the plane is

∫dy e^(−βV(s,y)) = e^(−βV₀ exp(−s²/2)) (2π/βK(s))^(1/2).

The momentum factors and h cancel in the quotient, leaving

k_TST(s) = (k_BT/2πm)^(1/2) e^(−βV₀ exp(−s²/2)) [K₀/K(s)]^(1/2).

The first factor is the incoming flux per unit reactant density. It is also the limit s → −∞, where every incoming trajectory is counted as reactive. The second factor is the cost in energy, and the third the cost of squeezing the transverse motion.

From here on rates are in units of (k_BT/m)^(1/2), and the first factor is 0.39894. At the barrier top K(0)/K₀ = 1 + 8e^(−1) = 3.943, so

k_TST(0) = 0.39894 × e^(−2) / √3.943 = 0.0272.

Setting the derivative of ln k_TST(s) to zero gives

βV₀ s e^(−s²/2) − K′(s)/2K(s) = 0.

With K′(s) = 2(1−s) K₀ α e^(−(s−1)²) this becomes

βV₀ s e^(−s²/2) = (1−s) α e^(−(s−1)²) / [1 + α e^(−(s−1)²)].

At s = 0 the left side is zero and the right side positive, so the rate estimate still falls as the plane moves towards the narrow part. The numerical minimum is at s = 0.303 L, where both sides equal 0.579. There K/K₀ = 5.923 and exp(−s²/2) = 0.955, so

k_TST(0.303) = 0.39894 × e^(−1.910) / √5.923 = 0.0243.

The best plane is a compromise between the highest energy and the narrowest passage.

A curved surface x = g(y) can do better. With f = x − g(y), σ gains a factor (1 + g′²)^(1/2), and

k_TST = (k_BT/2πm)^(1/2) ∫dy e^(−βV(g(y),y)) (1 + g′²)^(1/2) / ∫dy e^(−βK₀y²/2).

For the family g = a + (b−a) y²/(1+y²), the minimization gives a = 0.239 L and b = 0.600 L, with k_TST = 0.0238. The surface bends towards the narrow part at large |y|, where the narrowing costs more energy.

**(f) Compare these bounds with the exact classical rate of the model, and account for the differences.**

*Solution.* The exact rate is found by launching equilibrium trajectories from both channels and following them until they leave. At an entrance plane the flux element p_x/m dp_x equals dE_x, where E_x = p_x²/2m, so E_x is distributed as e^(−βE_x) and the transverse variables are thermal. The result is

k = 0.0229 ± 0.0001,

where the uncertainty is the standard error over independent sets of launches. The P to R flux, expressed per unit of the same density, is 0.0230 ± 0.0001. The two should agree, because reversing all momenta turns RP trajectories into PR trajectories and leaves H unchanged.

The four estimates compare as follows, the excess being relative to k:

- saddle plane x = 0: 0.0272, an excess of 19%;
- best plane: 0.0243, an excess of 6%;
- best curved surface: 0.0238, an excess of 4%;
- poor plane x = −1: 0.1108, nearly five times k.

"Any surface" includes those that depend on momentum. In reduced units, x + 0.4 tanh(p_x) = 0 is one. Its flux needs the full phase-space integral, which gives 0.0302. This is still above k, and worse than the saddle plane.

The excess identity of part (d) can be followed term by term. The x-component of the force, in the same units, is

F_x = V₀ x e^(−x²/2) − (1−x) K₀ α e^(−(x−1)²) y².

For x < 0 both terms are negative or zero. A trajectory moving left across x = 0 is therefore pushed further left and ends in R. Hence no RP or PP trajectory recrosses this plane, no PR trajectory crosses it forward, and the whole excess must come from RR trajectories. At x = 0 the first term vanishes but the second is negative when y ≠ 0. A trajectory that has just passed the barrier top slowly can thus be turned back by the narrowing ahead. The counted RR contribution is 0.0042, against

k_TST(0) − k = 0.0272 − 0.0229 = 0.0043,

which agrees within the sampling error.

The best plane lies between the barrier top and the narrowest point, and trajectories are turned back from both sides. The counted terms are 0.0007 from RR and 0.0006 from PP, each with a sampling uncertainty of about 0.0001. Their sum, 0.0013, compares with the difference 0.0243 − 0.0229 = 0.0014. Reactive trajectories can recross a surface lying between x = 0 and x = 1, but they do so rarely: the RP and PR terms stay below 0.00001 on each of the five surfaces. For these surfaces and parameters, nearly all of the overcount therefore comes from trajectories that fail to react.

The surface independence of part (c) can be seen by starting trajectories on a plane. On a plane x = s the change p_x → −p_x leaves ρ unchanged, so the backward flux equals the forward flux k_TST(s) Q_R. The integral of part (c) then says that multiplying k_TST(s) by the P-ending fraction of forward starters minus that of backward starters gives k:

x = 0: 0.02719 × (0.844 − 0.000) = 0.0229,
x = 1 L: 0.03953 × (1.000 − 0.420) = 0.0229.

The transition-state estimates differ by almost half, yet the exact rates agree. The fraction 1.000 is also required by the force: for x > 1 both terms of F_x are positive or zero, so a trajectory crossing x = 1 to the right continues to P.

Equality is reached when α = 0. Then x and y separate and F_x = V₀ x e^(−x²/2) points away from x = 0 on both sides. A trajectory that crosses this plane cannot come back, so part (d) requires

k = k_TST(0) = 0.39894 × e^(−2) = 0.0540.

The trajectories give 0.0540, and none crosses x = 0 more than once. For the plane x = −1 in the same separable system,

k_TST(−1) = 0.39894 × e^(−2 exp(−1/2)) = 0.1186.

The difference, 0.0646, is the flux of trajectories with enough energy to reach x = −1 but not to pass the barrier. They cross the plane twice and return to R. The excess thus depends on where the surface is placed, even when a surface without recrossing exists.

The numerical check compares the phase-space integrals with directly counted crossings for all five surfaces, and tests the bound, the surface independence of the exact rate (on the planes x = 0 and x = 1) and the case of equality.

Numbers as computed

```
Units: energy kT, length L, mass m, rate sqrt(kT/m)
V0 = 2.0 kT, K0 = 1.0 kT/L^2, alpha = 8.0
trajectories from each channel: 32768
launch distance 5.0 L, time step 0.02 L sqrt(m/kT)
x-energy floor 0.5 kT, turns back at |x| > 1.665 L
largest energy drift 8.0e-04 kT
incoming flux per density 0.39894 sqrt(kT/m)
exact rate R->P 0.02291 +- 0.00012 sqrt(kT/m)
exact rate P->R 0.02296 +- 0.00013 sqrt(kT/m)
best plane at x = 0.3032 L
best curved: x(y=0) = 0.2394 L, x(y=inf) = 0.6001 L
Surfaces: rates and excess terms in sqrt(kT/m)
plane x=-1: k_TST 0.11076, counted 0.11083 +- 0.00008, k/k_TST 0.207
   excess: R->P 0.00000, R->R 0.08793, P->P 0.00000, P->R 0.00000
saddle plane x=0: k_TST 0.02719, counted 0.02713 +- 0.00008, k/k_TST 0.842
   excess: R->P 0.00000, R->R 0.00422, P->P 0.00000, P->R 0.00000
best plane: k_TST 0.02427, counted 0.02421 +- 0.00013, k/k_TST 0.944
   excess: R->P 0.00000, R->R 0.00072, P->P 0.00059, P->R 0.00000
best curved: k_TST 0.02384, counted 0.02376 +- 0.00011, k/k_TST 0.961
   excess: R->P 0.00000, R->R 0.00054, P->P 0.00031, P->R 0.00000
momentum-dependent: k_TST 0.03021, counted 0.03026 +- 0.00007, k/k_TST 0.758
   excess: R->P 0.00000, R->R 0.00735, P->P 0.00000, P->R 0.00000
start on x=0 L: P fraction 0.8435 (forward), 0.0000 (backward)
   k_TST 0.02719, exact rate 0.02293 sqrt(kT/m)
start on x=1 L: P fraction 1.0000 (forward), 0.4196 (backward)
   k_TST 0.03953, exact rate 0.02294 sqrt(kT/m)
Separable case alpha = 0, rates in sqrt(kT/m)
exact rate 0.05399, k_TST(x=0) 0.05399
k_TST(x=-1) 0.11860, counted 0.11861
most crossings by one trajectory: x=0 1, x=-1 2
```
